# Competition between two absorbing spherical traps for diffusing carriers

**Question**

I am modelling carrier capture in a charge-trap film. Two identical spherical traps of radius $a$ have centres a distance $d$ apart, and every carrier that touches a trap is absorbed. I am asked to show that at large separation each capture rate is "reduced by approximately one plus radius over centre separation".

For one trap I know the density $c_0(1-a/r)$. So I said that the second trap sits in a density lowered to $c_0(1-a/d)$, and I get a rate multiplied by $1-a/d$. That is not $1/(1+a/d)$. Are these the same claim, and is there any reason to prefer the second form? I would also like to know whether the result means anything for metal nanocrystals in silicon nitride.

**Answer**

The phrase has to mean *divided by* $1+a/d$. Your factor agrees with this to first order in $a/d$, but it assumes that the neighbour still absorbs at its isolated rate. The neighbour is itself slowed by competition, so it depletes the surroundings less than you assumed. Putting that in gives the second form, which turns out to be much more accurate.

**Setting and the single trap**

Take a steady state in an unbounded medium, with constant diffusion coefficient $D$, no field, and density $c_0$ far away. Both traps are neutral and stay able to absorb. Then $\nabla^2c=0$, with $c=0$ on each trap surface.

For one trap, the spherically symmetric solution is $c=A+B/r$. The far condition gives $A=c_0$, and $c(a)=0$ gives $B=-c_0a$. The inward flux density is $D\,dc/dr=Dc_0a/r^2$, so the capture rate is

$$k_0=4\pi r^2\,\frac{Dc_0a}{r^2}=4\pi Dac_0 .$$

For the pair, symmetry gives both traps the same rate $k$. Define $f=k/k_0$ and $\varepsilon=a/d$.

**An exact balance for the pair**

Work with the depletion $w=c_0-c$. It is harmonic outside the traps, vanishes far away, and equals $c_0$ on both surfaces. Let $\mathbf n$ point out of a trap into the medium. The absorbed flux density is $j=D\,\partial_nc=-D\,\partial_nw$.

With $G=1/(4\pi|\mathbf r-\mathbf r'|)$, Green's identity for a point in the medium reads

$$w(\mathbf r)=\sum_{i=1,2}\oint_{S_i}\left[-G\,\partial_{n'}w+w\,\partial_{n'}G\right]dS' .$$

On each surface $w=c_0$ is constant, and $\oint\partial_{n'}G\,dS'=0$ because $G$ is harmonic inside the trap when $\mathbf r$ is outside. The second term therefore drops out, leaving

$$w=w_1+w_2,\qquad w_i(\mathbf r)=\oint_{S_i}\frac{j(\mathbf r')}{4\pi D|\mathbf r-\mathbf r'|}\,dS' .$$

These integrals are continuous up to the surfaces, so we can average $w=c_0$ over the surface of trap 1.

- The trap's own part: for a fixed source point on a sphere, the average of $1/|\mathbf r-\mathbf r'|$ over that sphere is $1/a$. Since $\oint j\,dS=k$, the average of $w_1$ is $k/(4\pi Da)$, even if $j$ is not uniform.
- The neighbour's part: the sources of $w_2$ lie on trap 2, so $w_2$ is harmonic inside sphere 1. By the mean-value theorem its surface average is its value at the centre, $w_2(O_1)$.

Hence

$$c_0=\frac{k}{4\pi Da}+w_2(O_1).$$

Multiplying by $4\pi Da/k$ and using $k_0=4\pi Dac_0$ gives

$$\frac1f=1+\frac{4\pi Da}{k}\,w_2(O_1).\tag{1}$$

No large-separation approximation has been made yet.

**Large separation, with an error bound**

Seen from far away, trap 2 acts as a point sink of strength $k$, so $w_2(O_1)\approx k/(4\pi Dd)$. Equation (1) becomes

$$\boxed{\frac1f\approx1+\frac ad,\qquad k\approx\frac{k_0}{1+a/d}}$$

Your version puts $k_0$ instead of $k$ into the neighbour's depletion.

The approximation can be bounded. The maximum principle gives $c\ge0$, and $c=0$ on the surfaces, so $j\ge0$. Every point of surface 2 is between $d-a$ and $d+a$ from $O_1$. Therefore

$$\frac{k}{4\pi D(d+a)}\le w_2(O_1)\le\frac{k}{4\pi D(d-a)} .$$

Insertion in (1) gives

$$\frac{d+2a}{d+a}\le\frac1f\le\frac d{d-a}
\quad\Longrightarrow\quad
1-\varepsilon\le f\le\frac{1+\varepsilon}{1+2\varepsilon}.$$

Your factor is thus a rigorous lower bound. The estimate $1/(1+\varepsilon)$ lies between the bounds, at these distances from them:

$$\frac1{1+\varepsilon}-(1-\varepsilon)=\frac{\varepsilon^2}{1+\varepsilon},\qquad
\frac{1+\varepsilon}{1+2\varepsilon}-\frac1{1+\varepsilon}=\frac{\varepsilon^2}{(1+\varepsilon)(1+2\varepsilon)} .$$

The absolute error in $f$ is therefore at most $\varepsilon^2/(1+\varepsilon)$, which proves the large-separation statement.

**Why the estimate does better than its bound**

The point-sink step ignored the uneven absorption over trap 2. Put $K=k/(4\pi D)$, and use polar coordinates $r,\theta$ about the centre of trap 2, with $\theta=0$ towards trap 1. To leading order, the depletion made by trap 1 near trap 2 is

$$w_1\approx\frac Kd+\frac{Kr\cos\theta}{d^2}+\cdots .$$

The total depletion must be constant on $r=a$. Trap 2 must therefore add a dipole term that cancels the angular part there:

$$w_2\approx\frac Kr-\frac{Ka^3\cos\theta}{d^2r^2}.$$

At the centre of trap 1, $r=d$ and $\cos\theta=1$, so $w_2(O_1)\approx K/d-Ka^3/d^4$. From (1),

$$\frac1f=1+\varepsilon-\varepsilon^4+\text{higher orders}.$$

There are no $\varepsilon^2$ or $\varepsilon^3$ terms in $1/f$. By contrast, $1-\varepsilon$ already misses the $\varepsilon^2$ term in $f$.

The same fields show where the carriers land. Applying $-D\,\partial_r$ at $r=a$, the monopole gives $DK/a^2$. The gradient of $w_1$ gives $-DK\cos\theta/d^2$, and the dipole gives $-2DK\cos\theta/d^2$. Thus

$$\frac{j}{j_{\rm mean}}\approx1-3\varepsilon^2\cos\theta .$$

The facing side absorbs less, which moves the effective sink away from the neighbour and slightly weakens the competition.

A numerical solution of the boundary-value problem gives $f=0.7572$ at $d=3a$, where the formula gives $0.7500$, about 1% low relative to the numerical value. At $d=20a$ the values are $0.952387$ and $0.952381$. The numerical output lists further separations. As $d\to\infty$, $f\to1$ and the traps become independent.

**Numbers for metal nanocrystals in nitride**

Consider two neutral metal nanocrystals with $a=2.5$ nm and $d=20$ nm, in a thick silicon nitride film at 300 K and without an applied field. I take a rough mobility of $0.1\ \mathrm{cm^2/Vs}$ and choose $c_0=10^{14}\ \mathrm{cm^{-3}}$. The Einstein relation gives

$$D=0.1\times0.02585=2.585\times10^{-3}\ \mathrm{cm^2/s}.$$

Then

$$k_0=4\pi(2.585\times10^{-3})(2.5\times10^{-7})(10^{14})
=8.12\times10^5\ \mathrm{s^{-1}},$$

$$\varepsilon=\frac{2.5}{20}=0.125,\qquad
k\approx\frac{8.12\times10^5}{1.125}=7.22\times10^5\ \mathrm{s^{-1}} .$$

Each dot loses about 11% of its isolated rate. Together they capture $1.44\times10^6$ carriers per second, so the mean wait for the first capture is about $0.69\ \mu$s. The mobility and $c_0$ set these absolute rates but cancel in $f$.

The numerical flux densities at the facing and far poles are $0.942$ and $1.038$ of the mean. The dipole formula gives $0.953$ and $1.047$. Both are too high because the next term of $w_1$, $Kr^2P_2(\cos\theta)/d^3$, has been left out. Its cancelling response is $-Ka^5P_2/(d^3r^3)$. Together they change the relative flux by $-(2+3)\varepsilon^3P_2=-5\varepsilon^3P_2$, which is $-0.010$ at both poles.

**A nearby film boundary**

Suppose both centres lie at distance $h$ from one reflecting wall. Mirror traps on the other side make the normal flux vanish at the wall. Each trap now has three equal competitors, at distances $d$, $2h$ and $\sqrt{d^2+4h^2}$. The averaging argument adds one point-sink term for each:

$$\frac1f\approx1+\frac ad+\frac a{2h}+\frac a{\sqrt{d^2+4h^2}} .$$

Here $f$ is still relative to one trap in an unbounded medium. With $a$ and $d$ fixed, $h=200$ nm gives $f\approx0.879$, close to the unbounded $0.889$. For $h=5$ nm it gives $0.67$, so the boundary matters more than the neighbour. This is a leading-order estimate for one wall, not a model of a layer with two faces.

**What a real device changes**

Charge-trapping layers are typically several nanometres thick and are programmed at several MV/cm, so a thick film without a field is far from typical operation. A field of only $0.013$ MV/cm changes a carrier's energy by $k_BT$ over the 20 nm separation. At 5 MV/cm the change over one trap radius is about $48k_BT$. Drift then controls the arrival of carriers, and the formula should not be used for programming.

The pair formula also assumes that the two dots are the only absorbers. Silicon nitride contains deep traps of its own. While empty, they remove carriers too, which screens the competition between dots. If they have density $N$ and capture radius $b$, the screening length is about $1/\sqrt{4\pi bN}$. For assumed values $b=0.5$ nm and $N=10^{18}\ \mathrm{cm^{-3}}$ this is 13 nm, less than the 20 nm separation, so the loss would be well below 11%: about 3% of the screened isolated rate, and about 0.2% for $N=10^{19}\ \mathrm{cm^{-3}}$. At $10^{18}\ \mathrm{cm^{-3}}$ the same traps capture a free carrier in about $1/(4\pi DbN)\approx0.6$ ns, roughly a thousand times shorter than the $0.69\ \mu$s wait. A density $c_0$ then persists only if carriers are supplied continuously throughout the film, so the absolute rates and the wait above hold only for a film without empty bulk traps. In the opposite case, with no such screening, a layer of many dots competes more strongly than a pair, because every other dot adds its own depletion. The 11% is therefore a result for an isolated pair, not a loss per dot in a real layer.

Even without a field, a metal dot attracts a carrier by its image force. For a radial potential $U$, write $u=U/k_BT$. The steady inward flux is $k=4\pi r^2De^{-u}\,d(e^uc)/dr$. Dividing by $4\pi r^2De^{-u}$ and integrating from the absorbing surface to infinity gives

$$k=\frac{4\pi Dc_0}{\int_a^\infty e^{u}\,dr/r^2}.$$

The inverse of the integral is an effective radius. For a carrier of charge $q$ outside a neutral metal sphere, the classical image potential is

$$u=-\frac{\ell a^3}{2r^2(r^2-a^2)},\qquad \ell=\frac{q^2}{4\pi\kappa\epsilon_0k_BT},$$

where $\kappa$ is the relative permittivity of the film. A rough $\kappa=7.5$ gives $\ell\approx7.4$ nm, and numerical integration then gives an effective radius of about $1.5a$. This raises the isolated rate by about half. Using it in place of $a$ in the pair formula, which is itself an estimate, gives a competition factor of about $0.84$ instead of $0.89$. This factor is relative to the raised isolated rate, not to $k_0$.

Finally, the calculated rate applies before the first capture. For a singly charged dot, the Coulomb repulsion is $u=\ell/r$ with the same $\ell$. With image attraction left out, the integral gives a rate factor $x/(e^x-1)=0.16$, where $x=\ell/a$. Adding the image potential to $u$ raises this to about $0.42$, so the attraction cannot be ignored here. Both factors are relative to $k_0$, and both are sensitive to the rough permittivity: $\kappa=7.0$ gives $0.14$ and $0.39$. The empty neighbour is affected too, since the repulsion at 20 nm is $0.37k_BT$. Repeated charging therefore needs a model that follows the charge on each dot.

## Calculated quantities

```
d/a | f numerical | 1/(1+a/d) | lower | upper bound
   3 | 0.757204 | 0.750000 | 0.6667 | 0.8000
   4 | 0.802583 | 0.800000 | 0.7500 | 0.8333
   6 | 0.857721 | 0.857143 | 0.8333 | 0.8750
   8 | 0.889084 | 0.888889 | 0.8750 | 0.9000
  12 | 0.923118 | 0.923077 | 0.9167 | 0.9286
  20 | 0.952387 | 0.952381 | 0.9500 | 0.9545
  40 | 0.975610 | 0.975610 | 0.9750 | 0.9762
EXAMPLE INPUTS (rough or chosen)
radius a = 2.5 nm, separation d = 20.0 nm
temperature = 300 K, mobility = 0.1 cm2/Vs
far carrier density = 1.0e+14 cm^-3
relative permittivity = 7.5, mass = 0.5 m_e
W well depth = 2.5 eV, hop length = 0.5 nm
shallow-state depth = 1.0 eV
EXAMPLE RESULTS
kT = 0.02585 eV, D = 2.585e-03 cm2/s
a/d = 0.1250
f estimate = 0.88889, f numerical = 0.88908
(a/d)^4 = 2.441e-04, 1+a/d-1/f = 2.470e-04
flux density / mean: facing 0.9416, far side 1.0384
dipole estimate: 0.9531, 1.0469
isolated rate = 8.1216e+05 1/s
each rate in pair, estimate = 7.2192e+05 1/s
each rate in pair, numerical = 7.2208e+05 1/s
pair total, numerical = 1.4442e+06 1/s
mean wait for first capture by pair = 0.692 us
NEGLECTED EFFECTS
image force: effective radius / a = 1.481
f estimate with that radius = 0.8438
length where Coulomb energy = kT: 7.43 nm
rate factor of singly charged dot, no image = 0.161
charged neighbour: energy at d / kT = 0.371
field giving kT over d = 0.0129 MV/cm
drift energy over a / kT at 5.0 MV/cm = 48.4
diffusion time d^2/D = 1.55 ns
one-trap transient excess is 1% at 77.0 ns
f with reflecting wall at 200 nm = 0.8791
f with reflecting wall at 5 nm = 0.673
hop length / a = 0.20
tunnelling range / a = 0.055
thermal escape factor exp(-depth/kT) = 1.0e-42
density / band density of states = 1.1e-05
Debye length = 327 nm
```
